# First half: from one defect to the resonant pair

## 1. The situation

A vibration travels along a row of equal masses joined by equal springs. One mass is replaced by a heavier one, and part of the wave is reflected. A second heavy mass, equal to the first, is then put further along the row. If each mass acted independently, the second could only reduce the transmission further. At certain frequencies, however, the pair transmits the whole wave, although either mass alone would reflect part of it.

These notes find those frequencies and show what happens to the reflected wave. They then ask what such perfect peaks do for heat conduction.

## 2. Model and conventions

The chain is infinite. Site n has displacement u_n along the chain. The host mass is m, the spring constant K and the spacing d. Sites 0 and N carry the mass

M = (1 + ε)m,  ε > −1,  ε ≠ 0,  N ≥ 1.

A positive ε means a heavy defect, a negative ε a light one. All springs are equal, there is no friction, and the forces are strictly harmonic. With m_n the mass at site n, Newton's equation is

m_n d²u_n/dt² = K(u_{n+1} + u_{n−1} − 2u_n).

All motion is given the time factor exp(−iωt), with ω > 0. Two time derivatives give −ω², so

m_n ω² u_n + K(u_{n+1} + u_{n−1} − 2u_n) = 0.  (1)

In the host, try u_n = exp(iθn), where θ = qd is the phase advance per site and q the wavevector. The two neighbours contribute exp(iθ) + exp(−iθ) = 2 cos θ, and (1) becomes

mω² = 2K(1 − cos θ) = 4K sin²(θ/2).  (2)

Taking the positive root and differentiating,

ω = 2√(K/m) sin(θ/2),  dω/dθ = √(K/m) cos(θ/2).  (3)

For 0 < θ < π the second quantity is positive. Hence exp(iθn) carries energy to the right and exp(−iθn) carries it to the left. Everything below refers to this open interval.

The same amplitudes serve in quantum mechanics. The Heisenberg equations for the displacement operators are Newton's equations above, and they are linear. An incoming packet of narrow frequency range, with annihilation operator a, therefore leaves with operator part ta on the right and ra on the left, where t and r are the classical amplitudes. If no packet comes from the other side, the mean phonon number on the right is |t|² times the incoming one. Host and frequency are the same on both sides, so |t|² is also the transmitted energy fraction.

## 3. Energy flux

Flux settles which squared amplitudes must add up to one. Mass n pushes mass n+1 with the force K(u_n − u_{n+1}). The power passed to the right is this force times the velocity of mass n+1. For complex amplitudes, the time average of a product of two real oscillations is half the real part of one amplitude times the conjugate of the other. The velocity amplitude is −iωu_{n+1}, with conjugate +iωu*_{n+1}, so

P = ½ Re[iωK(u_n − u_{n+1})u*_{n+1}].

The term with |u_{n+1}|² is purely imaginary and drops out. Since Re(iX) = −Im X, and conjugation reverses the imaginary part,

P = ½ωK Im(u*_n u_{n+1}).  (4)

For u_n = A exp(iθn) + B exp(−iθn) the product is

u*_n u_{n+1} = |A|² exp(iθ) + |B|² exp(−iθ) + A*B exp(−iθ(2n+1)) + AB* exp(iθ(2n+1)).

The last two terms are conjugates of each other, so their sum is real. Therefore

P = ½ωK sin θ (|A|² − |B|²).  (5)

To see that a defect neither creates nor absorbs energy, multiply (1) by u*_n and take the imaginary part. The terms in |u_n|² are real, which leaves

Im(u*_n u_{n+1}) = −Im(u*_n u_{n−1}) = Im(u*_{n−1} u_n).

By (4), the power is the same on both sides of site n, whatever its mass. For unit incident amplitude this means |r|² + |t|² = 1.

## 4. One defect

Put a single defect at site 0, with a wave of unit amplitude coming from the left:

u_n = exp(iθn) + r exp(−iθn) for n ≤ 0,
u_n = t exp(iθn) for n ≥ 0.

Both lines describe the one displacement u_0, so t = 1 + r. The neighbours of the defect are

u_1 = t exp(iθ),
u_{−1} = exp(−iθ) + (t − 1)exp(iθ) = t exp(iθ) − 2i sin θ.

Equation (2) fixes the inertial term at the defect: Mω² = 2K(1 + ε)(1 − cos θ). Insert these in (1) at n = 0 and divide by K:

2(1 + ε)(1 − cos θ)t + 2t exp(iθ) − 2i sin θ − 2t = 0.

With exp(iθ) = cos θ + i sin θ, the factor multiplying t is

2 − 2cos θ + 2ε(1 − cos θ) + 2cos θ + 2i sin θ − 2 = 2ε(1 − cos θ) + 2i sin θ.

Hence

t[ε(1 − cos θ) + i sin θ] = i sin θ.

Divide by i sin θ and use 1/i = −i together with (1 − cos θ)/sin θ = tan(θ/2):

t = 1/(1 − ig),  r = t − 1 = ig/(1 − ig),  g = ε tan(θ/2).  (6)

The real number g is the scattering strength. The transmitted and reflected fractions are

T₁ = 1/(1 + g²),  R = g²/(1 + g²),  (7)

and they add to one. Since g ≠ 0 inside the band, each defect reflects something at every frequency considered. For long waves θ → 0 and g → 0: the host scarcely accelerates, and the extra inertia matters little. At the band top θ → π, |g| grows without limit and T₁ → 0.

The phases are clearest with δ = arctan g, where −π/2 < δ < π/2. Then 1 − ig = exp(−iδ)/cos δ, and

t = cos δ exp(iδ),  r = i sin δ exp(iδ).  (8)

Thus R = sin²δ. A heavy defect adds a positive phase δ to the transmitted wave, as a little extra path would; a light one subtracts phase.

## 5. Two defects: the sum over bounces

Between the defects write u_n = A exp(iθn) + B exp(−iθn). This form also covers N = 1, because the two displacements u_0 and u_1 determine A and B.

A wave A exp(iθn) reaching site N has local amplitude A exp(iNθ). Its reflection is

rA exp(iNθ) exp(−iθ(n − N)) = rzA exp(−iθn),  z = exp(2iNθ).

The factor z is the phase of the path to the second defect and back. The transmitted wave is tA exp(iθn), with no extra factor, because amplitudes are referred to site 0 throughout.

At site 0, the left-going wave B is partly reflected into A and partly transmitted to the outside. Mirror symmetry of a single defect gives the same r and t from either side. The balances are

A = t + rB,  B = rzA.

Substituting the second in the first gives A(1 − r²z) = t, so

A = t/(1 − r²z),  B = rzt/(1 − r²z).  (9)

The outgoing amplitudes of the pair, marked by the subscript 2, are t₂ = tA and r₂ = r + tB:

t₂ = t²/(1 − r²z),
r₂ = r + t²rz/(1 − r²z).  (10)

Because |r²z| = R < 1, the fraction can be expanded as 1 + r²z + (r²z)² + …. Each further term is one more round trip inside the cavity.

## 6. Why the reflection disappears

Bring r₂ to a common denominator:

r₂ = r[1 − r²z + t²z]/(1 − r²z) = r[1 + (t² − r²)z]/(1 − r²z).

From (8), t² = cos²δ exp(2iδ) and r² = −sin²δ exp(2iδ). Their difference is simply

t² − r² = exp(2iδ).

Define the one-way phase φ = Nθ + δ. Then (t² − r²)z = exp(2iφ) and r²z = −R exp(2iφ), so that

r₂ = r[1 + exp(2iφ)]/[1 + R exp(2iφ)].  (11)

With r ≠ 0, this vanishes if and only if exp(2iφ) = −1:

Nθ + δ = (p + ½)π,  p an integer.  (12)

The bounce sum shows the mechanism. Under (12), r²z = +R, so successive round trips return in phase and add up. The first wave to leak back out through site 0 has amplitude t²rz. Since t²z = (1 − R)exp(2iφ) = −(1 − R), this is −(1 − R)r, opposite in sign to the direct reflection r. The later leaks are smaller by successive factors R, and their total is

−(1 − R)r(1 + R + R² + …) = −r.

The leakage cancels the direct reflection. Each defect still scatters as before; the cancellation occurs in the outgoing wave on the left. It is a steady-state result. The front of a suddenly started wave is reflected by the first defect before any wave has returned from the second: the cavity must first fill.

## 7. The transmission formula

By (10), |t₂|² = (1 − R)²/|1 + R exp(2iφ)|². The denominator is

1 + R² + 2R cos 2φ = 1 + R² + 2R(2cos²φ − 1) = (1 − R)² + 4R cos²φ.

Therefore

T₂ = 1/(1 + F cos²φ),  F = 4R/(1 − R)² = 4g²(1 + g²).  (13)

The last form follows from (7). To remove δ, expand

cos φ = cos δ cos Nθ − sin δ sin Nθ = cos δ(cos Nθ − g sin Nθ),

and use cos²δ = 1/(1 + g²), which cancels the factor 1 + g² in F:

T₂ = 1/[1 + 4g²(cos Nθ − g sin Nθ)²].  (14)

Perfect transmission requires cos Nθ = g sin Nθ. Here sin Nθ cannot be zero, since cos Nθ would then be ±1. The condition may thus be written

cot Nθ = ε tan(θ/2).  (15)

For long waves at fixed N, (14) gives T₂ ≈ 1 − 4g². The two reflected amplitudes then add in phase: twice the amplitude gives four times the reflected energy of one defect.

The cavity amplitudes at resonance follow from (9), where 1 − r²z = 1 − R:

|A|² = (1 − R)/(1 − R)² = 1 + g²,
|B|² = R|A|² = g².  (16)

Their difference is one, which by (5) is the incident flux. A strong defect stores much energy between the pair while passing on no more than it receives.

## 8. How many resonances there are

Differentiate δ = arctan[ε tan(θ/2)]:

dφ/dθ = N + (ε/2)/[cos²(θ/2) + ε² sin²(θ/2)].  (17)

For a heavy pair this is positive, and φ rises from 0 to (N + ½)π. The values (p + ½)π lying strictly between these ends have p = 0, 1, …, N − 1. There are N resonances.

For a light pair, the end value is (N − ½)π. The denominator in (17) equals 1 − (1 − ε²)sin²(θ/2), which falls as θ grows. The negative term therefore grows in size, and the slope falls steadily from N − |ε|/2 to N − 1/(2|ε|).

If |ε| ≥ 1/(2N), the slope stays positive inside the band. The end value itself is not reached there, so N − 1 resonances remain. At the threshold |ε| = 1/(2N) the missing resonance sits at the band top, and T₂ → 1 as θ → π.

If |ε| < 1/(2N), φ rises above its end value and then comes down to it. It crosses (N − ½)π once on the way up. It cannot reach (N + ½)π, because δ < 0 keeps φ below Nπ. There are then N resonances.

Adjacent defects make this concrete. For N = 1, (15) reads cos θ = ε(1 − cos θ), or cos θ = ε/(1 + ε). This has a solution inside the band only for ε > −½. Two adjacent defects with half the host mass or less have no perfect transmission inside the band; at exactly half the mass, T₂ tends to one only at the band top. Equality of the two defects therefore does not by itself guarantee a resonance when they are light.

# Second half: peaks, heat flow and a numerical case

## 9. Symbols and results carried over

The chain has host mass m, springs K and spacing d; the defects have mass (1 + ε)m and lie N sites apart. The phase advance per site is θ, with ω = 2√(K/m) sin(θ/2). One defect has strength g = ε tan(θ/2), phase δ = arctan g, transmission T₁ = 1/(1 + g²) and reflection R = 1 − T₁. With φ = Nθ + δ, the pair transmits

T₂ = 1/(1 + F cos²φ),  F = 4g²(1 + g²),

and T₂ = 1 at φ = (p + ½)π. The factor z = exp(2iNθ) is the round-trip path phase.

## 10. Valleys, false resonances and width

At the phases φ = pπ, cos²φ = 1 and

T₂ = 1/(1 + 4g² + 4g⁴) = 1/(1 + 2g²)².  (18)

This is less than T₁: here the pair reflects more than one defect does. Because g changes with θ, these phases lie close to the minima of T₂ but do not coincide with them.

A cavity with rigid walls would suggest Nθ = pπ instead. There cos²Nθ = 1 and sin Nθ = 0, so equation (14) gives just 1/(1 + 4g²). The rigid-wall rule ignores the phase δ. When |g| is large the peak positions approach it, because cot Nθ = g then forces sin Nθ towards zero. The offset in Nθ is about 1/|g|, but the full width of the peak in phase is about 1/g², so the rule misses the peak by about |g| widths and the transmission 1/(1 + 4g²) at the rigid-wall frequency tends to zero. Where |g| is small, the resonances lie near Nθ = (p + ½)π.

To find the width, set φ = (p + ½)π + η. Then cos²φ = sin²η, and T₂ = ½ when sin²η = 1/F. This needs F ≥ 1. If F and the slope dφ/dθ change little across the peak, its full width at half height in the frequency f = ω/2π is

Δf ≈ (1/2π)√(K/m) cos(θ/2) · 2 arcsin(1/√F)/(dφ/dθ).  (19)

## 11. Why the two reflections must match

Let the defects have different reflections R_a and R_b, with phases δ_a and δ_b, and masses that are both heavy or both light. The bounce sum now has round-trip factor r_a r_b z, so t₂ = t_a t_b/(1 − r_a r_b z). By (8),

r_a r_b z = −√(R_a R_b) exp[i(2Nθ + δ_a + δ_b)].

When 2Nθ + δ_a + δ_b is an odd multiple of π, this factor is positive and

T = (1 − R_a)(1 − R_b)/[1 − √(R_a R_b)]².  (20)

Subtracting numerator from denominator gives

R_a + R_b − 2√(R_a R_b) = (√R_a − √R_b)².

Thus T = 1 at this phase only if R_a = R_b. Otherwise the leaked wave and the direct reflection have unequal sizes and cannot cancel. What must match is the reflection, not the mass: a heavy and a light defect with ε_b = −ε_a have r_a r_b = +R by (8) and transmit fully at Nθ = pπ.

## 12. The average over the peaks

Perfect peaks do not imply good average transmission. Hold R fixed and average over φ, writing

T₂ = (1 − R)² |Σ_k [−R exp(2iφ)]^k|²,  k = 0, 1, 2, ….

Products of different powers average to zero. What remains is

⟨T₂⟩ = (1 − R)²(1 + R² + R⁴ + …) = (1 − R)²/(1 − R²) = (1 − R)/(1 + R) = 1/(1 + 2g²).  (21)

The series is also what one gets by adding the probabilities of the separate bounces without phases. In this average 1/T − 1 equals 2g², twice the value g² of one defect. Interference moves transmission from valleys to peaks but leaves this mean at the incoherent value.

## 13. Heat conductance

Connect the chain to a warmer reservoir on the left and a cooler one on the right. A range dq of wavevectors holds dq/(2π) modes per unit length. Above its zero-point energy, each mode carries the mean energy ħωn(ω), with n = 1/[exp(x) − 1], x = ħω/kT; k is now Boltzmann's constant and T the temperature. This energy moves at speed dω/dq, and (dω/dq)dq = dω. The net heat current is therefore

J = ∫ dω/(2π) ħω 𝒯(ω)(n_left − n_right),

where 𝒯 is the transmission of the structure. Zero-point energy is the same on both sides and cancels. For a small temperature difference, n_left − n_right = (∂n/∂T)ΔT, and

ħω ∂n/∂T = k x² exp(x)/[exp(x) − 1]² = k[(x/2)/sinh(x/2)]².

The conductance is

G = (k/2π)∫ dω 𝒯(ω)[(x/2)/sinh(x/2)]².  (22)

At low temperature only long waves contribute, for which 𝒯 → 1. With dω/(2π) = (kT/h)dx, one integration by parts and the expansion of 1/[exp(x) − 1] in powers of exp(−x),

∫₀^∞ x² exp(x)/[exp(x) − 1]² dx = 2∫₀^∞ x/[exp(x) − 1] dx = 2Σ 1/j² = π²/3.

Hence G → π²k²T/(3h), with or without the defects.

## 14. A case in the regime of copper

Consider longitudinal waves along the cube axis of a face-centred cubic crystal at normal incidence. Whole atomic planes move rigidly, so each plane acts as one mass of the chain. Nearest-neighbour forces link a plane only to the adjacent ones. The defects must then be complete planes; a lone heavy atom would also scatter sideways.

Rough copper-like values are m = 64 u, K = 55 N/m and d = 0.18 nm. They give √(K/m) = 2.275 × 10¹³ s⁻¹, a band top of √(K/m)/π = 7.241 THz and a sound speed of 4095 m/s. The defect planes are given the chosen mass 128 u, so ε = 1, and are N = 8 spacings or 1.44 nm apart.

For ε = 1, δ = θ/2, and the resonance condition (N + ½)θ = (p + ½)π has the solution

θ = (2p + 1)π/(2N + 1).

There are eight resonances, from 0.668 to 7.118 THz. At the highest, one defect transmits only 0.0338 of the energy, yet the pair transmits all of it. Take p = 4:

θ = 9π/17 = 1.6632,  g = tan(θ/2) = 1.0969,
f = 7.241 sin(θ/2) = 5.351 THz,
T₁ = 1/(1 + 1.2033) = 0.4539,  R = 0.5461,
F = 4 × 1.2033 × 2.2033 = 10.605.

The direct reflection has amplitude −0.5461 + 0.4979i. The leaked waves sum to 0.5461 − 0.4979i, its negative. Inside, the right- and left-going intensities are 2.2033 and 1.2033, with difference one.

At φ = 5π, at 5.779 THz, T₂ is 0.0492; the lowest point of this valley is 0.0474 at 5.830 THz. The rigid-wall rule Nθ = 4π selects 5.120 THz, where g = 1 and T₂ = 1/5. For the width, dφ/dθ = 8.5 and 2 arcsin(1/√F) = 0.624, so

Δf ≈ 3.62 × 0.674 × 0.624/8.5 = 0.179 THz.

The direct solution gives 0.180 THz.

Newton's equations were also integrated in time for a packet centred on this resonance, with envelope exp[−n²/(4σ²)] and σ = 120 sites. One defect passed 0.4539 of its energy and the pair 0.9872. The formulas averaged over the packet's spectrum give the same figures. The pair's shortfall from one comes from the spread in θ, whose standard deviation is 1/(2σ): near the peak 1 − T₂ ≈ F(dφ/dθ)²(Δθ)², with mean 10.605 × 8.5²/240² = 0.013.

## 15. What the peaks do for heat

At 300 K, (22) gives these conductances per atomic row, for normal incidence and one polarization:

clean chain: 96.4 pW/K
one defect: 65.2 pW/K
two defects: 56.0 pW/K

The second defect lowers the heat flow despite the eight perfect peaks. These are values for the single chain. The heat flow through a crystal requires a sum over all directions, and its size per row can be very different. The sizes can be checked in the classical limit, where the thermal factor in (22) is one. With s = sin(θ/2), frequency is proportional to s, T₁ = 1 − s² and ⟨T₂⟩ = (1 − s²)/(1 + s²). Integrating over s from 0 to 1 gives the fractions 1, 2/3 and π/2 − 1 = 0.571 of k × 7.241 THz = 100 pW/K. Quantum freezing of the upper modes accounts for the slightly lower values at 300 K.

The incoherent average (21) also gives 56.02 pW/K, equal to the coherent result in all printed digits. This close agreement has a reason. Collecting powers in the bounce sum gives

T₂ = ⟨T₂⟩[1 + 2Σ_k (−R)^k cos 2kφ],  k = 1, 2, …,

and here 2φ = 17θ. The oscillating terms thus have the form h(θ)cos(17kθ). On integrating by parts, the terms in sin(17kθ) vanish at both ends. The slope of h vanishes at θ = 0, where h is even. Near θ = π, cos(θ/2) from dω vanishes linearly and ⟨T₂⟩ quadratically, so h varies as (π − θ)³ and its slope vanishes too. The first surviving end term is of order 1/17⁴, and the relative correction is of order 10⁻⁵.

At 1 K the pair in a single chain has G = 0.9462 pW/K, against the universal value 0.9464 pW/K. This is not the value per row of a bulk crystal, which is far smaller at 1 K because few transverse wavevectors are thermally occupied.

## 16. What the model leaves out

Each estimate below changes one thing and keeps the other example values.

**Finite lifetime.** Let the phonon energy decay in 5 ps, a rough value for 300 K. One crossing takes 8/(2.275 × 10¹³ × 0.674) s = 0.522 ps, so the surviving energy fraction is s = exp(−0.522/5) = 0.901. Each pass multiplies the amplitude by √s, which gives

T₂ ≈ (1 − R)²s/(1 − Rs)² = 0.719.

Friction put into the equations of motion from the first defect plane to the second, with half the host coefficient on these two planes and no friction outside them, gives 0.7175, with 0.021 reflected and 0.261 scattered. Scattered phonons count as lost here, though they may still carry heat.

**Stiffer bonds.** If the bonds on both sides of each defect are 20% stiffer, the nearest peak moves to 5.517 THz, almost one peak width. One defect transmits 0.604 there and the pair still transmits fully. The defects remain equal, and in this case the cancellation survives at a new frequency.

**Unequal masses.** A second mass 10% larger than the first gives T = 0.981 at 5.339 THz, where the round-trip phase condition holds.

**A spacing error.** One extra plane between the defects reduces T₂ at 5.351 THz to 0.087. The resonances have moved; they have not ceased to exist.

**Oblique waves.** In a scalar simple-cubic model with equal springs in all directions, at fixed frequency, T₂ falls to one half when the wavevector is tilted by 9.8° from the normal. The figure depends on the lattice model: the face-centred lattice of section 14 with nearest-neighbour central forces, tilted towards another cube axis, gives about 11°.

**Electrons.** A ballistic free-electron estimate, with one electron per atom, gives 545 pW/K per row at 300 K. It covers all directions, whereas the phonon figures cover normal incidence and one polarization, so their ratio is not a prediction.

Set beside real copper, the sound speed and band top are of the right size, roughly 4 km/s and 7 THz. The planes of double mass are a choice and represent no particular alloy. Copper conducts heat mainly by electrons, so these peaks would not control its total heat flow. For the phonon peak itself, a spacing error of a single plane is already serious: at fixed frequency it takes T₂ from 1 to 0.087. A filter using this peak therefore needs flat, complete and equal defect planes, nearly normal incidence, a frequency spread well below 0.18 THz and a phonon lifetime long compared with the time spent in the cavity, which at this peak is about 1.9 ps (the group delay through the pair), nearly four single crossings. The measured bond stiffness at the defects would also have to enter the design frequency.

The numerical output below lists all eight resonances and the remaining values.

Numbers as computed

```
host mass 64 u, spring 55 N/m
plane spacing 0.18 nm
defect mass 128 u, eps 1.0, N 8
defect separation 1.44 nm
band top 7.241 THz
sound speed 4095 m/s
resonances: p, theta (rad), f (THz), T one, T two
  0 0.1848 0.668 0.9915 1.000000
  1 0.5544 1.982 0.9251 1.000000
  2 0.9240 3.228 0.8013 1.000000
  3 1.2936 4.364 0.6368 1.000000
  4 1.6632 5.351 0.4539 1.000000
  5 2.0328 6.157 0.2771 1.000000
  6 2.4024 6.752 0.1305 1.000000
  7 2.7720 7.118 0.0338 1.000000
chosen p=4: g 1.0969, R one 0.5461, F 10.605
first reflected amplitude -0.5461 +0.4979 i
sum of leaked amplitudes 0.5461 -0.4979 i
cavity intensity right 2.2033, left 1.2033
valley at 5.779 THz: T two 0.0492
naive N theta=4 pi: 5.120 THz, T 0.2000
full half-height width 0.1802 THz
width from phase slope 0.1791 THz
packet, one defect: 0.4539, formula 0.4539
packet, two defects: 0.9872, formula 0.9872
phase-averaged T two at this g: 0.2935
heat conductance per row at 300 K, in pW/K:
  clean 96.39, one defect 65.20
  two 56.02, two incoherent 56.02
  two, N=100: 56.02
two defects at 1 K: 0.9462 pW/K
conductance quantum at 1 K: 0.9464 pW/K
h f/k at chosen peak 256.8 K
one-way crossing time 0.522 ps
lifetime 5 ps: peak T 0.7175, estimate 0.7191
  reflected 0.0211, scattered 0.2614
bonds 20% stiffer: peak 5.517 THz, T one 0.6040, two 1.000000
second mass 10% larger: T 0.9807 at 5.339 THz
spacing N+1 at chosen frequency: T 0.0868
T falls to half at wavevector angle 9.78 deg
free-electron heat conductance per row 544.9 pW/K
```
